# The Pi Bands of Graphene and Their Dirac Limit: test program

```python
"""
Pi bands of graphene in the nearest-neighbour model, and their Dirac limit.

Result under test:
  E(k) = +/- t |f(k)|,
  |f|^2 = 3 + 2 cos(sqrt3 ky a) + 4 cos(3 kx a/2) cos(sqrt3 ky a/2);
  the bands touch only at K = (0, 4 pi/(3 sqrt3 a)) and K' = -K;
  near them H = hbar v (sigma_x qx +/- sigma_y qy), v = 3 t a/(2 hbar),
  and |E| = hbar v q [1 +/- (q a/4) sin(3 phi)] to the next order
  (upper signs at K, lower signs at K').
Symbols: t hopping strength (eV), a carbon-carbon distance (nm),
  k wave vector (1/nm), q = k - K or k - K', phi angle of q from x,
  Delta site energy +Delta on sublattice A and -Delta on sublattice B.
"""
import numpy as np
from scipy import constants, optimize
from pyscf import gto

t = 2.7
a = 0.142
Delta = 0.1
hbar = constants.hbar / constants.e          # eV s
root3 = np.sqrt(3.0)

a1 = a * np.array([1.5, root3 / 2])
a2 = a * np.array([1.5, -root3 / 2])
b_rows = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
b1, b2 = b_rows
B_offset = np.array([-a, 0.0])               # B atom of the home cell
K = np.array([0.0, 4 * np.pi / (3 * root3 * a)])
valleys = [(+1, K), (-1, -K)]
sigma_x = np.array([[0, 1], [1, 0]], complex)
sigma_y = np.array([[0, -1j], [1j, 0]])
sigma_z = np.diag([1.0, -1.0])

# Neighbours of the A atom at the origin, found by distance alone.
B_sites = np.array([B_offset + m * a1 + n * a2
                    for m in range(-2, 3) for n in range(-2, 3)])
neighbours = B_sites[np.abs(np.linalg.norm(B_sites, axis=1) - a) < 1e-9]
assert len(neighbours) == 3


def bloch_matrix(k):
    """Two-by-two Hamiltonian from the explicit sum over neighbours."""
    h_ab = -t * np.sum(np.exp(1j * neighbours @ k))
    return np.array([[0, h_ab], [np.conj(h_ab), 0]])


def upper_energy(k):
    return np.linalg.eigvalsh(bloch_matrix(k))[1]


def band_formula(k):
    x, y = k[0] * a, k[1] * a
    f_squared = (3 + 2 * np.cos(root3 * y)
                 + 4 * np.cos(1.5 * x) * np.cos(root3 * y / 2))
    return t * np.sqrt(max(f_squared, 0.0))


def allowed_k(size):
    return [(m * b1 + n * b2) / size
            for m in range(size) for n in range(size)]


def torus_levels(size):
    """Levels of a periodic sheet of size x size cells, in real space."""
    cells = np.array([m * a1 + n * a2
                      for m in range(size) for n in range(size)])
    sites = np.vstack([cells, cells + B_offset])
    difference = sites[None, :, :] - sites[:, None, :]
    hamiltonian = np.zeros((len(sites), len(sites)))
    for m in (-1, 0, 1):
        for n in (-1, 0, 1):
            shifted = difference + size * (m * a1 + n * a2)
            distance = np.linalg.norm(shifted, axis=2)
            hamiltonian[np.abs(distance - a) < 1e-9] = -t
    return np.linalg.eigvalsh(hamiltonian)


# Reflection symmetry: p_z decouples in a flat fragment, not in a bent one.
def pz_mixing(lift):
    """Largest p_z to s, p_x, p_y one-electron coupling (hartree)."""
    atoms = [["C", (0.0, 0.0, lift)]]
    atoms += [["C", (10 * d[0], 10 * d[1], 0.0)] for d in neighbours]
    fragment = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
    core = fragment.intor("int1e_kin") + fragment.intor("int1e_nuc")
    is_pz = np.array(["pz" in label for label in fragment.ao_labels()])
    assert is_pz.sum() == 4
    return np.max(np.abs(core[np.ix_(is_pz, ~is_pz)]))


mixing_flat, mixing_bent = pz_mixing(0.0), pz_mixing(0.3)
assert mixing_flat < 1e-9
assert mixing_bent > 1e-2

# Band formula against real-space diagonalization.
# The square root turns rounding of 1e-15 at K into about 1e-7 eV.
size_with_K, size_without_K = 12, 10
levels = {}
for size in (size_with_K, size_without_K):
    levels[size] = torus_levels(size)
    positive = np.array([band_formula(k) for k in allowed_k(size)])
    predicted = np.sort(np.concatenate([positive, -positive]))
    assert np.max(np.abs(levels[size] - predicted)) < 1e-6
zeros_with_K = int(np.sum(np.abs(levels[size_with_K]) < 1e-6))
zeros_without_K = int(np.sum(np.abs(levels[size_without_K]) < 1e-6))
negative_with_K = int(np.sum(levels[size_with_K] < -1e-6))
assert zeros_with_K == 4 and zeros_without_K == 0
assert negative_with_K == size_with_K**2 - 2
smallest_without_K = np.min(np.abs(levels[size_without_K]))

# Search for every touching point from random starts.
def off_diagonal_parts(fractions):
    value = bloch_matrix(fractions[0] * b1 + fractions[1] * b2)[0, 1]
    return [value.real, value.imag]


random = np.random.default_rng(7)
touching_points = set()
for start in random.random((200, 2)):
    solution = optimize.root(off_diagonal_parts, start)
    if np.linalg.norm(off_diagonal_parts(solution.x)) < 1e-8:
        touching_points.add(tuple(int(round(x))
                                  for x in np.round(3e4 * solution.x) % 30000))
expected_points = set()
for _, corner in valleys:
    expected_points.add(tuple(int(round(3e4 * (corner @ vector)
                                        / (2 * np.pi))) % 30000
                              for vector in (a1, a2)))
assert len(expected_points) == 2
assert touching_points == expected_points

# Dirac matrices from numerical derivatives, with |B> replaced by -i|B>.
hbar_v = 1.5 * t * a
velocity = hbar_v * 1e-9 / hbar
phase = np.diag([1, -1j])
step = 1e-4
for sign, corner in valleys:
    slopes = []
    for direction in np.eye(2):
        change = (bloch_matrix(corner + step * direction)
                  - bloch_matrix(corner - step * direction)) / (2 * step)
        slopes.append(phase.conj().T @ change @ phase)
    assert np.allclose(slopes[0], hbar_v * sigma_x, atol=1e-7)
    assert np.allclose(slopes[1], sign * hbar_v * sigma_y, atol=1e-7)

# Slope of the full band in many directions: the same speed everywhere.
angles = np.linspace(0, 2 * np.pi, 36, endpoint=False)
units = np.array([np.cos(angles), np.sin(angles)]).T
small_q = 1e-4
speeds = np.array([upper_energy(corner + small_q * u) / small_q * 1e-9 / hbar
                   for _, corner in valleys for u in units])
# The remaining relative spread is of order q a/4, about 4e-6.
assert np.max(np.abs(speeds / velocity - 1)) < 1e-5

# Next order: what is left must fall fourfold when q is halved.
def remainder(sign, corner, q):
    ratios = np.array([upper_energy(corner + q * u) / (hbar_v * q)
                       for u in units])
    return np.max(np.abs(ratios - 1 - sign * q * a / 4 * np.sin(3 * angles)))


for sign, corner in valleys:
    q_test = 0.02 / a
    fall = (remainder(sign, corner, q_test)
            / remainder(sign, corner, q_test / 2))
    assert abs(fall - 4) < 0.2

# Unequal sublattices: the touching is lost.
gaps = []
for k in allowed_k(30):
    energies = np.linalg.eigvalsh(bloch_matrix(k) + Delta * sigma_z)
    assert abs(energies[1] - np.hypot(Delta, band_formula(k))) < 1e-7
    gaps.append(energies[1] - energies[0])
gap = min(gaps)
assert abs(gap - 2 * Delta) < 1e-9
for _, corner in valleys:
    corner_levels = np.linalg.eigvalsh(bloch_matrix(corner)
                                       + Delta * sigma_z)
    assert abs(corner_levels[1] - corner_levels[0] - gap) < 1e-9

# Special points and the worked example.
energy_gamma = upper_energy(np.zeros(2))
energy_M = upper_energy((b1 + b2) / 2)
assert abs(energy_gamma - 3 * t) < 1e-12
assert abs(energy_M - t) < 1e-12
q = 0.5
cone = hbar_v * q
cases = [("toward Gamma", -90), ("along +x", 0), ("away from Gamma", 90)]

print(f"hopping t = {t:.1f} eV")
print(f"carbon-carbon distance a = {a:.3f} nm")
print(f"lattice constant sqrt3 a = {np.linalg.norm(a1):.4f} nm")
print(f"K: kx = {K[0]:.2f}, ky = {K[1]:.2f} 1/nm")
print(f"upper band at Gamma = {energy_gamma:.2f} eV")
print(f"upper band at M = {energy_M:.2f} eV")
print(f"upper band at K = {abs(upper_energy(K)):.6f} eV")
print(f"hbar v = {hbar_v:.4f} eV nm")
print(f"v from 3 t a/(2 hbar) = {velocity / 1e6:.4f} x 10^6 m/s")
print(f"v from band slope, lowest = {speeds.min() / 1e6:.4f} x 10^6 m/s")
print(f"v from band slope, highest = {speeds.max() / 1e6:.4f} x 10^6 m/s")
print(f"speed of light / v = {constants.c / velocity:.0f}")
print(f"example q = {q:.1f} 1/nm, q a = {q * a:.4f}")
print(f"q a/4 = {100 * q * a / 4:.2f} percent")
print(f"cone energy hbar v q = {cone:.4f} eV")
for name, degrees in cases:
    phi = np.radians(degrees)
    full = upper_energy(K + q * np.array([np.cos(phi), np.sin(phi)]))
    corrected = cone * (1 + q * a / 4 * np.sin(3 * phi))
    print(f"{name}: full band = {full:.4f} eV")
    print(f"{name}: cone with correction = {corrected:.4f} eV")
    print(f"{name}: full/cone - 1 = {100 * (full / cone - 1):.2f} percent")
print(f"touching points found per zone = {len(touching_points)}")
print(f"periodic sheet {size_with_K} x {size_with_K} cells: "
      f"{len(levels[size_with_K])} levels")
print(f"  of these negative = {negative_with_K}, zero = {zeros_with_K}")
print(f"periodic sheet {size_without_K} x {size_without_K} cells: "
      f"zero levels = {zeros_without_K}")
print(f"  smallest |E| there = {smallest_without_K:.4f} eV")
print(f"sublattice offset Delta = {Delta:.1f} eV")
print(f"smallest gap with offset = {gap:.4f} eV")
print(f"p_z mixing, flat C4 fragment = {mixing_flat:.6f} hartree")
print(f"p_z mixing, atom lifted 0.03 nm = {mixing_bent:.4f} hartree")
print("ALL CHECKS PASSED")
```

Running it gives:

```
hopping t = 2.7 eV
carbon-carbon distance a = 0.142 nm
lattice constant sqrt3 a = 0.2460 nm
K: kx = 0.00, ky = 17.03 1/nm
upper band at Gamma = 8.10 eV
upper band at M = 2.70 eV
upper band at K = 0.000000 eV
hbar v = 0.5751 eV nm
v from 3 t a/(2 hbar) = 0.8737 x 10^6 m/s
v from band slope, lowest = 0.8737 x 10^6 m/s
v from band slope, highest = 0.8737 x 10^6 m/s
speed of light / v = 343
example q = 0.5 1/nm, q a = 0.0710
q a/4 = 1.77 percent
cone energy hbar v q = 0.2876 eV
toward Gamma: full band = 0.2925 eV
toward Gamma: cone with correction = 0.2927 eV
toward Gamma: full/cone - 1 = 1.71 percent
along +x: full band = 0.2874 eV
along +x: cone with correction = 0.2876 eV
along +x: full/cone - 1 = -0.05 percent
away from Gamma: full band = 0.2823 eV
away from Gamma: cone with correction = 0.2824 eV
away from Gamma: full/cone - 1 = -1.84 percent
touching points found per zone = 2
periodic sheet 12 x 12 cells: 288 levels
  of these negative = 142, zero = 4
periodic sheet 10 x 10 cells: zero levels = 0
  smallest |E| there = 1.0313 eV
sublattice offset Delta = 0.1 eV
smallest gap with offset = 0.2000 eV
p_z mixing, flat C4 fragment = 0.000000 hartree
p_z mixing, atom lifted 0.03 nm = 1.1431 hartree
ALL CHECKS PASSED
```
